# Why Diffusivity Alone Does Not Fix the Direction of Thermomigration

Take a metal bar that holds a little dissolved interstitial solute, heat one end, and ask where the solute goes. Suppose the diffusivity $D(T)$ is known and is 23 times larger at the hot end than at the cold end. It is tempting to argue that atoms leave the hot region quickly and the cold region slowly, so the solute must collect in the cold. That argument predicts a density 23 times higher at the cold end than at the hot end. A second hop mechanism with the same $D(T)$ inverts this ratio, and a third leaves the solute uniform. An engineer who inferred the direction from $D(T)$ could protect the wrong end of the bar.

The missing information is where along the hop the temperature acts. A chain of sites, solvable with a few lines of algebra, shows what an isothermal measurement of $D$ records and what it discards.

## The chain

Equivalent sites lie a distance $a$ apart along $x$, and the temperature $T(x)$ rises with $x$. A solute atom hops to a neighbouring site with a frequency

$$W(T_d,T_m,T_a),$$

where $T_d$, $T_m$ and $T_a$ are the temperatures at the departure site, at the midpoint of the hop and at the arrival site. The same function serves hops in both directions, because the chain is mirror-symmetric. The solute is dilute, so atoms neither block nor attract each other, and successive hops are independent. Positive flux points toward the hot side.

Three sensitivities describe the mechanism:

$$g_d=\frac{\partial\ln W}{\partial T_d},\qquad g_m=\frac{\partial\ln W}{\partial T_m},\qquad g_a=\frac{\partial\ln W}{\partial T_a},$$

each taken at $T_d=T_m=T_a=T$.

## Counting hops across one link

Let $c(x)$ be the number of solute atoms per volume. One plane of sites then holds $a\,c$ atoms per area. For the link centred at $x$, the net flux is the forward traffic minus the backward traffic:

$$J=a\left[c(x-\tfrac a2)\,W_+-c(x+\tfrac a2)\,W_-\right],$$

$$W_\pm=W\!\left(T(x\mp\tfrac a2),\,T(x),\,T(x\pm\tfrac a2)\right).$$

Reversing the hop exchanges departure and arrival temperatures but leaves the midpoint temperature alone.

Define $F(a)=c(x-\tfrac a2)W_+$. Replacing $a$ by $-a$ inside $F$ gives the backward term, so $J=a[F(a)-F(-a)]$. Even powers of $a$ in $F$ cancel, and

$$J=2a^2F'(0)+O(a^4).$$

To find $F'(0)$, note that $c(x-\tfrac a2)$ changes with $a$ at the rate $-c'/2$, the departure temperature at $-T'/2$, the arrival temperature at $+T'/2$, and the midpoint temperature not at all. With $W_0=W(T,T,T)$,

$$F'(0)=-\frac{W_0}{2}\left[c'+c\,(g_d-g_a)\,T'\right].$$

Therefore, to leading order in $a$,

$$J=-D\left[c'+c\,(g_d-g_a)T'\right],\qquad D=a^2W(T,T,T).$$

The usual way to write thermomigration defines a heat of transport $Q^*$ through

$$J=-D\left[c'+\frac{Q^*}{kT^2}\,c\,T'\right].$$

Comparison gives

$$Q^*=kT^2\,(g_d-g_a).$$

A positive $Q^*$ sends a uniform solute toward the cold side.

An isothermal experiment sets the three temperatures equal. When that common temperature is changed, all three arguments of $W$ move together. With $a$ held constant, the apparent activation energy is

$$E_{\rm app}=kT^2\frac{d\ln D}{dT}=kT^2\,(g_d+g_m+g_a).$$

This answers the question. The diffusivity records the sum of the sensitivities, while thermomigration depends on the difference between two of them. Knowing a sum does not fix a difference. If none of the sensitivities is negative, the sum does set a limit, $|Q^*|\le E_{\rm app}$, but it leaves the sign open.

The expansion was tested with a hop law sensitive to all three temperatures, on a curved temperature profile with a non-uniform density. Halving the spacing from 1/50 to 1/100 of the bar length, at fixed $D$, reduced the error of the continuum flux by a factor of 4.000, as a relative error of order $a^2$ requires.

## Three mechanisms with one diffusivity

Let $W=\nu\exp(-E/kT_{\rm act})$, with constant $\nu$ and $E$, and let the activation temperature $T_{\rm act}$ be $T_d$, $T_m$ or $T_a$. Since $\partial(-E/kT)/\partial T=E/kT^2$, one sensitivity equals $E/kT^2$ and the other two vanish. All three models have

$$D(T)=a^2\nu\,e^{-E/kT},\qquad D'\equiv\frac{dD}{dx}=D\,\frac{E}{kT^2}\,T'.$$

Their fluxes differ:

- Departure: $Q^*=+E$ and $J=-Dc'-cD'=-(Dc)'$.
- Midpoint: $Q^*=0$ and $J=-Dc'$.
- Destination: $Q^*=-E$ and $J=-Dc'+cD'$.

In a closed bar, no solute passes the ends. In the stationary state the flux is the same through every link, so it is zero through every link. The balance between neighbouring sites $i$ and $i+1$ can then be solved without expanding in $a$. Write $w_i=\nu\exp(-E/kT_i)$.

For departure activation, $c_iw_i=c_{i+1}w_{i+1}$, so $c\propto1/w\propto e^{E/kT}$. For midpoint activation, both directions share one frequency, so $c_i=c_{i+1}$. For destination activation, $c_iw_{i+1}=c_{i+1}w_i$, hence $c_i/w_i=c_{i+1}/w_{i+1}$ and $c\propto w\propto e^{-E/kT}$.

These are the cases $Q^*=E,0,-E$ of the continuum result. Setting $J=0$ with constant $Q^*$ gives $d\ln c=-(Q^*/kT^2)\,dT$, and therefore

$$c\propto e^{Q^*/kT}.$$

The ratio of densities at two places depends on their temperatures, not on the shape of the profile between them. The full hop equations were solved for 200 cells, with a linear and with a curved temperature profile. For the three models, the stationary densities agreed with these formulas to within a relative $10^{-7}$.

Intermediate cases fill the gap. Split the barrier as $E=E_d+E_m+E_a$ and let

$$W=\nu\exp\!\left(-\frac{E_d}{kT_d}-\frac{E_m}{kT_m}-\frac{E_a}{kT_a}\right).$$

At equal temperatures only the sum $E$ survives, so $D(T)$ is unchanged, while $Q^*=E_d-E_a$. With non-negative parts, any value between $-E$ and $+E$ is compatible with the same diffusivity.

## Drift is not flux

Follow one atom that starts at $x$. Its departure temperature is the same for a hop to either side. The midpoint temperatures of the two hops differ by $aT'$ and the arrival temperatures by $2aT'$, to leading order. Its mean velocity is therefore

$$v=a(W_{\rightarrow}-W_{\leftarrow})=a\,W_0\left(g_m\,aT'+g_a\,2aT'\right)=D\,(g_m+2g_a)\,T'.$$

For departure, midpoint and destination activation this is $0$, $D'$ and $2D'$. No model gives a mean drift toward the cold, yet departure activation enriches the cold end.

The two statements agree because a population in a varying $D$ has flux $J=vc-(Dc)'$. Inserting $v$ and $D'=D(g_d+g_m+g_a)T'$ gives

$$vc-(Dc)'=-Dc'+cD\left[(g_m+2g_a)-(g_d+g_m+g_a)\right]T'=-D\left[c'+c(g_d-g_a)T'\right],$$

which is the flux found by counting.

With departure activation, each atom steps left and right equally often, but atoms on the hot side of a link step more often than those on the cold side. At uniform density, more atoms cross toward the cold. They collect where they wait longest. With midpoint activation, an atom prefers its hotter link, but that link is equally fast in reverse, so neighbouring sites exchange equal numbers. With destination activation, an atom on the cold side of a link crosses at the rate set by the hot side, and the exchange favours the hot side.

## A bar in numbers

Take $E=0.85$ eV, $a=0.14$ nm and $\nu=10^{13}$ Hz. The bar is 1.0 mm long, its ends are held at 700 and 900 K, and the temperature is linear between them, so $T'=2000$ K/cm. The mean solute density is $c_0=10^{17}$ cm$^{-3}$. All of this is the same for the three models.

The prefactor of $D$ is $a^2\nu=(1.4\times10^{-8}\ {\rm cm})^2\times10^{13}\ {\rm s^{-1}}=1.96\times10^{-3}$ cm$^2$/s. At 800 K the diffusivity is $8.66\times10^{-9}$ cm$^2$/s. It rises from $1.49\times10^{-9}$ at the cold end to $3.41\times10^{-8}$ cm$^2$/s at the hot end, a factor of 22.9.

At 800 K, $E/kT^2=0.01541$ K$^{-1}$. For a uniform initial density, the departure model gives

$$J=-10^{17}\times8.66\times10^{-9}\times0.01541\times2000=-2.67\times10^{10}\ {\rm cm^{-2}\,s^{-1}}.$$

The midpoint flux is zero, and the destination flux has the same size with a positive sign. The one-particle drifts, followed from a cell at 800.5 K, are zero, $2.69\times10^{-7}$ and $5.37\times10^{-7}$ cm/s; at exactly 800 K, $D'$ and $2D'$ are $2.67\times10^{-7}$ and $5.34\times10^{-7}$ cm/s. The tiny departure value in the numerical output is rounding error.

After 10 hours the hot half holds 40.2 % of the solute for departure activation, 50.0 % for midpoint and 58.7 % for destination. The final shares are 16.8, 50.0 and 81.8 %. The slowest relaxation times are 37, 43 and 33 hours. The midpoint value describes the decay of a non-uniform start; a uniform one is already stationary.

In the departure model the final density is $3.68\,c_0$ at the cold end and $0.161\,c_0$ at the hot end. In the destination model it is $0.128\,c_0$ and $2.93\,c_0$. The end-to-end ratios are inverse, but the peaks differ in height. The logarithmic slope $E/kT^2$ is larger at low temperature, so the density falls away faster from a cold peak than from a hot one. A narrower peak must be higher to hold the same solute.

The bias behind these profiles is minute: forward and backward frequencies across one link differ by a relative $4.3\times10^{-7}$. But the bar contains $0.1/(1.4\times10^{-8})\approx7.1\times10^6$ links, and the product is about 3.1, close to $\ln22.9=3.13$. A tiny asymmetry, repeated link after link, becomes a large ratio.

## When the law is not a pure exponential

Now let the frequency carry a temperature-dependent prefactor and a weighted activation temperature:

$$W=\nu\,\frac{T_d}{T_0}\,e^{-E/kT_{\rm act}},\qquad T_{\rm act}=0.5T_d+0.2T_m+0.3T_a,$$

with $T_0=800$ K. Differentiation gives $g_d=1/T+0.5E/kT^2$, $g_m=0.2E/kT^2$ and $g_a=0.3E/kT^2$. Thus

$$E_{\rm app}=E+kT,\qquad Q^*=0.2E+kT.$$

At 800 K these are 0.919 and 0.239 eV. The prefactor contributes equally to both here because it depends on the departure temperature. Had it depended on $T_a$, its contribution to $Q^*$ would have changed sign while $D(T)$ stayed the same.

## Vacancies bring in the destination

Destination sensitivity has a plain physical source. A substitutional atom can hop only if the neighbouring site is vacant. Let vacancies be in local equilibrium, with a fraction proportional to $\exp(-H_f/kT)$, where $H_f$ is the formation enthalpy. Neglect correlations between successive hops and measure the flux relative to the local lattice planes. If the migration energy $E_v$ is supplied at departure,

$$W\propto e^{-E_v/kT_d}\,e^{-H_f/kT_a}.$$

The general rule gives

$$E_{\rm app}=E_v+H_f,\qquad Q^*=E_v-H_f.$$

The two energies add in the diffusivity and compete in thermomigration. In this mean-field model the solute moves toward the hot side relative to the lattice planes when $H_f>E_v$, although the migration step itself is activated at departure. That does not say where it collects. The host atoms hop through the same vacancies, so the planes drift relative to the ends of the bar, and the stationary profile is set by $Q^*_s-Q^*_hD_h/D_s$, with $s$ for solute and $h$ for host. A tracer identical to the host stays uniform, and a solute slower than the host can collect in the cold even when $H_f>E_v$.

## What a real metal changes

The example's parameters are rough values chosen with carbon in bcc iron in mind; the attempt frequency is an effective one that absorbs the real site geometry. The computed times scale as $1/\nu$ and are not predictions for iron, whereas the final profiles do not depend on $\nu$. The gradient is steep: 200 K across one millimetre needs strong heating and cooling. None of the three model values of $Q^*$ is a measured value for carbon. Nor is the limit $|Q^*|\le E_{\rm app}$ a rule for metals: it assumes non-negative sensitivities, and the value reported for carbon in $\alpha$-iron is negative and near $-1$ eV, larger in magnitude than the migration barrier.

The three temperatures should not be read as three thermometer readings. Across one hop the mean temperature changes by $2.8\times10^{-5}$ K, whereas the classical energy fluctuation of a ten-atom region corresponds to $T/\sqrt{30}=146$ K. The sensitivities are bookkeeping for how a weak non-equilibrium bias enters the hop frequency. In a smooth profile $T_m$ is the mean of $T_d$ and $T_a$ to first order, so a midpoint sensitivity acts just like one shared equally between departure and arrival. Only the sum $g_d+g_m+g_a$ and the difference $g_d-g_a$ then affect the hops, and the three separate values cannot be determined. The diffusivity gives the sum, and a thermomigration measurement gives the difference, through $Q^*$. Predicting that difference for a real material calls for a microscopic calculation of how hopping and heat flow are coupled. In a closed bar with dilute free interstitial solute in an immobile host, the stationary state gives $Q^*=k\,d\ln c/d(1/T)$. For a substitutional solute the same slope gives $Q^*_s-Q^*_hD_h/D_s$ instead.

A metal also exerts forces absent from the chain. A thermoelectric field of magnitude $S|T'|$, acting on an effective charge $Ze$, adds a term of magnitude $ZeST$ to $Q^*$. For the rough inputs $Z=5$ and $S=10$ µV/K, this is 0.04 eV at 800 K, of either sign. It changes any model's end-to-end ratio by a factor of 1.16, up or down. That is a modest correction to a ratio of 23, but it gives the midpoint model a direction it otherwise lacks. The check's output labels this thermoelectric term "wind"; direct drag by the electron and phonon heat currents is not included in it.

Precipitation and trapping can also mask the result. The departure model's peak is about 4 ppm per iron atom, below a rough solubility of 31 ppm at 700 K with respect to cementite; the solubility with respect to graphite is lower, of the order of the peak itself. At higher carbon contents carbide may form. Where it is present, local equilibrium holds the free carbon at the solubility, and the closed-bar formula need not apply there. With a rough binding energy of 0.6 eV, dislocations at a density of $10^8$ cm$^{-2}$ hold a few hundredths of a percent as much solute as the free sites at the cold end, if each atomic spacing along the line offers about one trap. The amount scales with dislocation density while the traps are far from full. At $10^{12}$ cm$^{-2}$, as in heavily deformed metal, they would hold several times the free amount. Total carbon could then be enriched in the cold even where free carbon is uniform, because traps hold more at low temperature. Where traps hold a sizeable share of the solute, free and trapped solute must be separated before a measured profile reveals $Q^*$.

## Computed values

```
barrier E = 0.85 eV; hop length = 0.14 nm
attempt frequency = 1.0e+13 Hz; bar length = 1.0 mm
end temperatures = 700, 900 K; middle 800 K
gradient = 2000 K/cm; mean density = 1.0e+17 cm^-3
D at cold end = 1.488e-09 cm^2/s
D at middle = 8.659e-09 cm^2/s
D at hot end = 3.408e-08 cm^2/s
D hot/cold ratio = 22.91
E/(k T^2) at middle = 0.01541 1/K
relative hop bias across one link = 4.32e-07
[departure] Q* = +0.85 eV; D from spreading = 8.659e-09 cm^2/s
  one-particle drift near middle = -7.094e-22 cm/s
  initial flux at middle = -2.669e+10 cm^-2 s^-1
  final c/c0: cold end 3.677, hot end 0.161
  hot-half share: 10 h 0.4020, final 0.1675
  slowest relaxation time = 37.4 h
[midpoint] Q* = +0.00 eV; D from spreading = 8.659e-09 cm^2/s
  one-particle drift near middle = +2.687e-07 cm/s
  initial flux at middle = +0.000e+00 cm^-2 s^-1
  final c/c0: cold end 1.000, hot end 1.000
  hot-half share: 10 h 0.5000, final 0.5000
  slowest relaxation time = 43.4 h
[destination] Q* = -0.85 eV; D from spreading = 8.659e-09 cm^2/s
  one-particle drift near middle = +5.374e-07 cm/s
  initial flux at middle = +2.669e+10 cm^-2 s^-1
  final c/c0: cold end 0.128, hot end 2.929
  hot-half share: 10 h 0.5866, final 0.8184
  slowest relaxation time = 33.2 h
temperature at drift start = 800.5 K
mixed law at middle: E_app = 0.9189 eV, Q* = 0.2389 eV
mixed law one-particle drift = +2.151e-07 cm/s
flux error ratio on halving the spacing = 4.000
Neglected effects, rough inputs:
temperature difference over one hop = 2.80e-05 K
thermal fluctuation of a 10-atom region = 146 K
tunnelling correction to rate at middle = 1.50 %
site-density change by expansion = 0.90 %
peak solute per iron atom (departure) = 4.35 ppm
solubility at cold end, rough = 31 ppm
peak site occupancy (blocking) = 1.4e-06
trapped/free at cold end, 1e8 cm^-2 lines = 0.044 %
wind inputs: charge 5 e, Seebeck 10 uV/K
wind part of Q*, either sign = 0.040 eV
end-to-end ratio it gives the midpoint model = 1.157
```
